# Maxwell's Approximation for Diffusion Around Impermeable Spheres: a numerical check

```python
"""
Result under test: impermeable spheres of volume fraction f reduce the
steady diffusive permeability of a matrix, in Maxwell's approximation, to
    p = P/P0 = (1-f)/(1+f/2),
while the transient diffusivity becomes D/D0 = p/(1-f) = 1/(1+f/2).
P0, D0: permeability and diffusivity of the matrix; a: sphere radius.
A: mean incident gradient at a sphere / macroscopic gradient.
kappa: permeability of sphere material / P0 (zero for the main result).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh
from scipy.special import binom, lpmv


def maxwell(f):
    return (1 - f) / (1 + f / 2)


# Symbolic single-sphere and equivalent-sphere problems
r, ps, fs, inner, dip = sp.symbols("r p f inner dip", positive=True)
outside = r + dip / r**2
single = sp.solve(sp.diff(outside, r).subs(r, 1), dip)[0]
assert single == sp.Rational(1, 2)
match = sp.solve([outside.subs(r, 1) - inner,
                  sp.diff(outside, r).subs(r, 1) - ps * inner],
                 [inner, dip], dict=True)[0]
p_symbolic = sp.solve(sp.Eq(match[dip], fs * single), ps)[0]
assert sp.simplify(p_symbolic - (1 - fs) / (1 + fs / 2)) == 0
assert sp.simplify(match[inner].subs(ps, p_symbolic) - 1 - fs / 2) == 0


# Coated sphere: integrate the radial equation through the shell
def coated_sphere(f, kappa=0.0):
    core = f ** (1 / 3)
    sol = solve_ivp(lambda x, y: [y[1], 2 * y[0] / x**2 - 2 * y[1] / x],
                    [core, 1.0], [core, kappa], rtol=1e-10, atol=1e-12)
    return sol.y[1, -1] / sol.y[0, -1]


for fraction in (0.05, 0.2, 0.5, 0.8):
    assert abs(coated_sphere(fraction) - maxwell(fraction)) < 1e-7


# Finite spherical cluster of interacting dipoles, lattice spacing one
def cluster_response(f, radius=4.1):
    k = np.arange(-5, 6)
    pos = np.array(np.meshgrid(k, k, k)).reshape(3, -1).T.astype(float)
    pos = pos[np.sum(pos**2, axis=1) < radius**2]
    count = len(pos)
    sep = pos[:, None, :] - pos[None, :, :]
    dist = np.sqrt(np.sum(sep**2, axis=2))
    np.fill_diagonal(dist, 1.0)
    unit = sep / dist[:, :, None]
    tensor = (np.eye(3) - 3 * unit[:, :, :, None] * unit[:, :, None, :])
    tensor /= dist[:, :, None, None] ** 3
    tensor[np.arange(count), np.arange(count)] = 0
    coupling = tensor.transpose(0, 2, 1, 3).reshape(3 * count, 3 * count)
    strength = 3 * f / (4 * np.pi) / 2
    applied = np.tile([0.0, 0.0, 1.0], count)
    local = np.linalg.solve(np.eye(3 * count) - strength * coupling, applied)
    return count, local[2::3].mean()


# Simple cubic cell: harmonic functions with zero flux on the sphere
def cell_basis(x, y, z, radius, lmax):
    rr = np.sqrt(x * x + y * y + z * z)
    ct = z / rr
    st = np.sqrt(x * x + y * y) / rr
    az = np.arctan2(y, x)
    value, grad_x, grad_z = [], [], []
    for l in range(1, lmax + 1, 2):
        image = l / (l + 1) * radius ** (2 * l + 1)
        rad = rr**l + image * rr ** (-l - 1)
        drad = l * rr ** (l - 1) - (l + 1) * image * rr ** (-l - 2)
        for m in range(0, l + 1, 4):
            leg = lpmv(m, l, ct)
            dleg = (l * ct * leg - (l + m) * lpmv(m, l - 1, ct)) / st
            g_r = drad * leg * np.cos(m * az)
            g_t = rad / rr * dleg * np.cos(m * az)
            g_a = -m * rad / (rr * st) * leg * np.sin(m * az)
            value.append(rad * leg * np.cos(m * az))
            grad_x.append(st * np.cos(az) * g_r + ct * np.cos(az) * g_t
                          - np.sin(az) * g_a)
            grad_z.append(ct * g_r - st * g_t)
    return np.array(value).T, np.array(grad_x).T, np.array(grad_z).T


def cubic_cell(f, lmax=25):
    radius = (3 * f / (4 * np.pi)) ** (1 / 3)
    node, weight = np.polynomial.legendre.leggauss(22)
    u, wu = (node + 1) / 4, weight / 4
    s, t = [q.ravel() for q in np.meshgrid(u, u)]
    w = np.sqrt(np.outer(wu, wu).ravel())
    half = np.full_like(s, 0.5)
    top = cell_basis(s, t, half, radius, lmax)[0]
    side = cell_basis(half, s, t, radius, lmax)[1]
    matrix = np.vstack([top * w[:, None], side * w[:, None]])
    target = np.concatenate([0.5 * w, 0 * w])
    scale = np.linalg.norm(matrix, axis=0)
    coef = np.linalg.lstsq(matrix / scale, target, rcond=None)[0] / scale
    # flux through the open part of the middle plane
    flux = 0.0
    for angle, wa in zip((node + 1) * np.pi / 8, weight * np.pi / 8):
        edge = 0.5 / np.cos(angle)
        rho = radius + (edge - radius) * (node + 1) / 2
        wr = (edge - radius) * weight / 2
        gz = cell_basis(rho * np.cos(angle), rho * np.sin(angle),
                        0 * rho, radius, lmax)[2] @ coef
        flux += 8 * wa * np.sum(wr * rho * gz)
    return flux, coef[0]


cells = {}
for fraction in (0.05, 0.1, 0.2, 0.3, 0.4):
    flux, local = cubic_cell(fraction)
    from_local = 1 - 1.5 * fraction * local
    assert abs(flux - from_local) < 1e-3
    cells[fraction] = (from_local, local, flux)
assert abs(cubic_cell(0.4, 17)[1] - cells[0.4][1]) < 1e-3
assert abs(cells[0.05][0] - maxwell(0.05)) < 3e-4
assert abs(cells[0.2][0] - maxwell(0.2)) < 2e-3
assert 0.004 < maxwell(0.4) - cells[0.4][0] < 0.02


# Two impermeable unit spheres at distance s; m=0 along axis, m=1 across
def pair_incident(s, m, lmax):
    l = np.arange(1, lmax + 1)
    row, col = l[:, None], l[None, :]
    matrix = ((-1) ** (m + 1) * binom(row + col, row + m)
              * col / (col + 1) * s ** (-(row + col + 1.0)))
    return np.linalg.solve(np.eye(lmax) - matrix, (l == 1).astype(float))


def pair_potential(rr, theta, s, m, incident):
    x, z = rr * np.sin(theta), rr * np.cos(theta)
    r2 = np.sqrt(x * x + (z - s) ** 2)
    total = rr * lpmv(m, 1, np.cos(theta))
    for l, amplitude in enumerate(incident, 1):
        b = l / (l + 1) * amplitude
        total = total + b * lpmv(m, l, np.cos(theta)) / rr ** (l + 1)
        total = total + ((-1) ** (l + 1) * b * lpmv(m, l, (z - s) / r2)
                         / r2 ** (l + 1))
    return total


angles = np.linspace(0.2, 2.9, 12)
for m in (0, 1):
    amp = pair_incident(2.5, m, 30)
    step = 1e-4
    normal = (pair_potential(1 + step, angles, 2.5, m, amp)
              - pair_potential(1 - step, angles, 2.5, m, amp)) / (2 * step)
    assert np.max(np.abs(normal)) < 1e-5


def random_coefficient(lmax):
    node, weight = np.polynomial.legendre.leggauss(24)
    total = 0.0
    for u, w in zip((node + 1) / 4, weight / 4):
        along = pair_incident(1 / u, 0, lmax)[0]
        across = pair_incident(1 / u, 1, lmax)[0]
        total += 3 * w * ((along + 2 * across) / 3 - 1) / u**4
    return total


pair_a2 = random_coefficient(40)
assert abs(pair_a2 - random_coefficient(20)) < 1e-3
assert pair_a2 > 0


# Slow decay in a row of cubic cells gives the transient diffusivity
def transient_diffusivity(f, half_cells=10, cells_in_row=4):
    full = 2 * half_cells
    radius = (3 * f / (4 * np.pi)) ** (1 / 3)
    x = (np.arange(half_cells) + 0.5) / full
    z = (np.arange(full * cells_in_row) % full + 0.5) / full - 0.5
    xx, yy, zz = np.meshgrid(x, x, z, indexing="ij")
    is_open = xx**2 + yy**2 + zz**2 > radius**2
    number = -np.ones(is_open.shape, dtype=int)
    size = int(is_open.sum())
    number[is_open] = np.arange(size)
    first, second = [], []
    for axis in range(3):
        moved = np.moveaxis(number, axis, 0)
        left, right = moved[:-1].ravel(), moved[1:].ravel()
        keep = (left >= 0) & (right >= 0)
        first.append(left[keep])
        second.append(right[keep])
    i, j = np.concatenate(first), np.concatenate(second)
    adj = coo_matrix((np.ones(len(i)), (i, j)), shape=(size, size))
    adj = (adj + adj.T).tocsc()
    lap = (diags(np.asarray(adj.sum(axis=1)).ravel()) - adj).tocsc()
    values = eigsh(lap, k=2, sigma=-1e-4, which="LM",
                   v0=np.linspace(1, 2, size), return_eigenvectors=False)
    rate = np.sort(values)[1] * full**2
    return rate / (np.pi / cells_in_row) ** 2, 1 - is_open.mean()


voxel_d, voxel_f = transient_diffusivity(0.2)
# five percent covers the staircase surface of the voxel sphere
assert abs(voxel_d * (1 + voxel_f / 2) - 1) < 0.05
assert voxel_d > 1.1 * maxwell(voxel_f)

# Filling of a slab sealed at its base, checked by discretized diffusion
t90_factor = 4 / np.pi**2 * np.log(80 / np.pi**2)
n_slab = 200
slab = 2 * np.eye(n_slab) - np.eye(n_slab, k=1) - np.eye(n_slab, k=-1)
slab[0, 0], slab[-1, -1] = 3, 1
ev, vec = np.linalg.eigh(slab * n_slab**2)
filled = 1 - np.sum(vec.sum(axis=0) ** 2 * np.exp(-ev * t90_factor)) / n_slab
assert abs(filled - 0.9) < 5e-4

# Worked example: rough, round model parameters
f, a_nm, film_nm = 0.20, 20.0, 500.0
d0, c0 = 1e-10, 1e-4                  # cm2/s, mol/cm3
temp, torr = 363.0, 1.0
molecule_nm, kappa, sites = 0.6, 1e-3, 2.0   # diameter, ratio, per nm2
molar_volume, barrier = 100.0, 0.5           # cm3/mol, eV
film_cm = film_nm * 1e-7
p = maxwell(f)
d_eff = d0 * p / (1 - f)
flux0 = d0 * c0 / film_cm
t_clean = t90_factor * film_cm**2 / d0
t_filled = t90_factor * film_cm**2 / d_eff
count, cluster_mean = cluster_response(f)
assert abs(cluster_mean - 1) < 0.02

# Neglected effects
p_random = p - 1.5 * pair_a2 * f**2
f_size = f * (1 + molecule_nm / 2 / a_nm) ** 3
p_size = maxwell(f_size)
p_leak = coated_sphere(f, kappa)
f_inside = f / (1 - 2 * a_nm / film_nm)
u = (np.arange(2000) + 0.5) / 1000
profile = f_inside * (3 * u**2 - u**3) / 4
edge_part = 4 * a_nm / film_nm
resistance = (edge_part * np.mean(1 / maxwell(profile))
              + (1 - edge_part) / maxwell(f_inside))
p_edge = 1 / resistance
dissolved = c0 * const.N_A * 1e-21
site_density = 3 * f * sites / a_nm
site_ratio = site_density / ((1 - f) * dissolved)
t_sites = site_density / dissolved * film_cm**2 / (2 * p * d0)
kb_ev = const.k / const.e
d_warm = np.exp(barrier / kb_ev * (1 / temp - 1 / (temp + 5)))
pressure = torr * const.torr
mfp_um = (const.k * temp / (np.sqrt(2) * np.pi * (molecule_nm * 1e-9) ** 2
                          * pressure) * 1e6)


def change(value):
    return 100 * (value / p - 1)


print("TESTS OF THE FORMULA")
print(f"dipole cluster: {count} spheres, mean incident/applied gradient "
      f"{cluster_mean:.4f}")
print("simple cubic lattice: f, p Maxwell, p lattice, A lattice")
for fraction, (value, local, flux) in cells.items():
    print(f"  {fraction:.2f}  {maxwell(fraction):.4f}  {value:.4f}  "
          f"{local:.4f}")
print(f"lattice p at f=0.40 from direct flux: {cells[0.4][2]:.4f}")
print(f"coated sphere p at f=0.50, integrated: {coated_sphere(0.5):.4f}")
print(f"random-pair coefficient A2: {pair_a2:.3f}")
print(f"voxel test: f={voxel_f:.4f}, D/D0={voxel_d:.3f}, "
      f"formula {1 / (1 + voxel_f / 2):.3f}, p={maxwell(voxel_f):.3f}")
print(f"slab filled fraction at t90: {filled:.4f}")
print("EXAMPLE INPUTS (rough model values)")
print(f"f={f:.2f}, sphere radius={a_nm:.0f} nm, film={film_nm:.0f} nm")
print(f"D0={d0:.1e} cm2/s, dissolved c0={c0:.1e} mol/cm3")
print(f"temperature={temp:.0f} K, pressure={torr:.0f} Torr")
print(f"molecule diameter={molecule_nm:.1f} nm, kappa={kappa:.0e}")
print(f"surface sites={sites:.0f} per nm2, barrier={barrier:.1f} eV")
print(f"precursor molar volume={molar_volume:.0f} cm3/mol")
print("EXAMPLE RESULTS")
print(f"permeability ratio p: {p:.4f}; dilute law: {1 - 1.5 * f:.4f}")
print(f"incident-gradient factor A in Maxwell: {1 / (1 + f / 2):.4f}")
print(f"transient diffusivity: {d_eff:.3e} cm2/s, ratio {d_eff / d0:.4f}")
print(f"steady flux without spheres: {flux0:.3e} mol/(cm2 s)")
print(f"steady flux with spheres: {p * flux0:.3e} mol/(cm2 s)")
print(f"t90 coefficient of L^2/D: {t90_factor:.4f}")
print(f"t90 without spheres: {t_clean:.1f} s; with spheres: {t_filled:.1f} s")
print("NEGLECTED EFFECTS")
print(f"random pairs: p={p_random:.4f}, change {change(p_random):.2f} %")
print(f"molecule size: f={f_size:.4f}, p={p_size:.4f}, "
      f"change {change(p_size):.2f} %")
print(f"permeable spheres: p={p_leak:.4f}, change {change(p_leak):.2f} %")
print(f"film faces: inner f={f_inside:.4f}, p={p_edge:.4f}, "
      f"change {change(p_edge):.2f} %")
print(f"dissolved molecules in matrix: {dissolved:.4f} per nm3")
print(f"surface sites per film volume: {site_density:.4f} per nm3")
print(f"sites / dissolved molecules in film: {site_ratio:.2f}")
print(f"time to saturate sites, sharp-front estimate: {t_sites:.1f} s")
print(f"precursor volume / matrix volume: {100 * c0 * molar_volume:.1f} %")
print(f"D0 increase for 5 K warmer film: {100 * (d_warm - 1):.0f} %")
print(f"gas mean free path: {mfp_um:.1f} um; "
      f"divided by sphere radius: {mfp_um * 1000 / a_nm:.0f}")
print("all assertions hold")
```

It prints:

```
TESTS OF THE FORMULA
dipole cluster: 257 spheres, mean incident/applied gradient 1.0008
simple cubic lattice: f, p Maxwell, p lattice, A lattice
  0.05  0.9268  0.9268  0.9756
  0.10  0.8571  0.8571  0.9526
  0.20  0.7273  0.7267  0.9110
  0.30  0.6087  0.6057  0.8763
  0.40  0.5000  0.4901  0.8498
lattice p at f=0.40 from direct flux: 0.4901
coated sphere p at f=0.50, integrated: 0.4000
random-pair coefficient A2: 0.108
voxel test: f=0.1960, D/D0=0.882, formula 0.911, p=0.732
slab filled fraction at t90: 0.9000
EXAMPLE INPUTS (rough model values)
f=0.20, sphere radius=20 nm, film=500 nm
D0=1.0e-10 cm2/s, dissolved c0=1.0e-04 mol/cm3
temperature=363 K, pressure=1 Torr
molecule diameter=0.6 nm, kappa=1e-03
surface sites=2 per nm2, barrier=0.5 eV
precursor molar volume=100 cm3/mol
EXAMPLE RESULTS
permeability ratio p: 0.7273; dilute law: 0.7000
incident-gradient factor A in Maxwell: 0.9091
transient diffusivity: 9.091e-11 cm2/s, ratio 0.9091
steady flux without spheres: 2.000e-10 mol/(cm2 s)
steady flux with spheres: 1.455e-10 mol/(cm2 s)
t90 coefficient of L^2/D: 0.8481
t90 without spheres: 21.2 s; with spheres: 23.3 s
NEGLECTED EFFECTS
random pairs: p=0.7208, change -0.89 %
molecule size: f=0.2091, p=0.7160, change -1.55 %
permeable spheres: p=0.7276, change 0.05 %
film faces: inner f=0.2174, p=0.7240, change -0.45 %
dissolved molecules in matrix: 0.0602 per nm3
surface sites per film volume: 0.0600 per nm3
sites / dissolved molecules in film: 1.25
time to saturate sites, sharp-front estimate: 17.1 s
precursor volume / matrix volume: 1.0 %
D0 increase for 5 K warmer film: 24 %
gas mean free path: 23.5 um; divided by sphere radius: 1175
all assertions hold
```
